# Opposite Signs of Cubic Dielectric Response in a Quartic Landau Ferroelectric

In a model ferroelectric film 300 K below its transition, the coefficient of the cubic term in polarization versus field is $+0.169$ µC/cm² per (MV/cm)³. At the same distance above the transition it is $-0.339$ in the same unit. The quartic coefficient of the free energy is held fixed, yet the response changes sign and doubles in magnitude. The explanation lies in the state about which the response is measured: a symmetric minimum in one case, a displaced minimum in the other.

Let $P$ be the polarization along a fixed axis and $E$ the macroscopic electric field inside the film along that axis. For uniform polarization, take the free-energy density

$$
F(P,E)=\frac{a}{2}P^2+\frac{b}{4}P^4-EP,\qquad b>0 .
$$

This is a mean-field description: it contains no domain walls and no spatial fluctuations. The field varies slowly enough for the polarization to follow its local equilibrium, and the mechanical conditions are the same throughout. In a simple temperature model, $a$ is proportional to $T-T_c$ and $b$ is constant. The algebra uses atomic units, in which $\varepsilon_0=1/(4\pi)$; the example uses engineering units.

At equilibrium $\partial F/\partial P=0$, so

$$
E=aP+bP^3 .
$$

A stationary state is a local minimum if the second derivative of $F$ is positive. This derivative is also the slope of the field with respect to polarization,

$$
k_1=\frac{dE}{dP}=a+3bP^2>0 .
$$

At zero field, $P(a+bP^2)=0$. For $a>0$ the one real solution is $P=0$, and it is stable. For $a<0$ the state $P=0$ has $k_1=a<0$ and is unstable. The two stable states satisfy $P_0^2=|a|/b$, and their stiffness is

$$
k_1=-|a|+3b\frac{|a|}{b}=2|a|.
$$

A single-domain polar state means that the whole film occupies one of these two minima. Its response must be expanded about $P_0$, not about $P=0$.

Let the chosen equilibrium have polarization $P_0$ at field $E_0$, and write $p=P-P_0$ and $\delta E=E-E_0$. The susceptibilities are defined, without factorials, by

$$
p=\chi_1\delta E+\chi_2\delta E^2+\chi_3\delta E^3+\cdots .
$$

If the third-order susceptibility were instead defined as the third derivative of $P$, it would be $6\chi_3$, with the same sign. In atomic units the relative permittivity is $1+4\pi\chi_1$; with $\varepsilon_0$ kept explicit, $\chi_1=\varepsilon_0(\varepsilon_r-1)$.

To find the coefficients, substitute $P=P_0+p$ in the equilibrium equation and subtract its value at $P_0$:

$$
\begin{aligned}
\delta E&=ap+b\left[(P_0+p)^3-P_0^3\right]\\
&=(a+3bP_0^2)p+3bP_0p^2+bp^3\\
&=k_1p+k_2p^2+k_3p^3,
\end{aligned}
$$

where $k_2=3bP_0$ and $k_3=b$. Through third order in the field, the powers of $p$ are

$$
p^2=\chi_1^2\delta E^2+2\chi_1\chi_2\delta E^3+\cdots,
\qquad p^3=\chi_1^3\delta E^3+\cdots .
$$

The coefficient of $\delta E$ must equal one, and those of $\delta E^2$ and $\delta E^3$ must vanish:

$$
\begin{aligned}
1&=k_1\chi_1,\\
0&=k_1\chi_2+k_2\chi_1^2,\\
0&=k_1\chi_3+2k_2\chi_1\chi_2+k_3\chi_1^3.
\end{aligned}
$$

The first two equations give $\chi_1=1/k_1$ and $\chi_2=-k_2/k_1^3$. Putting these in the third gives

$$
\chi_3=-\frac{1}{k_1}\left[
2k_2\frac{1}{k_1}\left(-\frac{k_2}{k_1^3}\right)+\frac{k_3}{k_1^3}\right]
=\frac{2k_2^2}{k_1^5}-\frac{k_3}{k_1^4}.
$$

The two terms have distinct meanings. The term in $k_3$ is direct cubic stiffening: for $k_3>0$ the restoring field grows faster than linearly, which reduces the displacement. The term in $k_2^2$ is a cascade. The quadratic force first produces a second-order displacement, which then combines with the linear displacement through the same quadratic force. Since $k_2$ enters squared, this contribution is positive in a stable state whichever way the polarization points.

In the paraelectric phase at zero field, $P_0=0$ and $k_1=a$. Symmetry removes the quadratic force, $k_2=0$, and stiffening alone remains:

$$
\boxed{\chi_3^{\rm para}=-\frac{b}{a^4}<0 .}
$$

In the polar state, $k_1=2|a|$ and $k_2^2=9b^2P_0^2=9b|a|$. Therefore

$$
\begin{aligned}
\chi_3^{\rm polar}
&=\frac{18b|a|}{(2|a|)^5}-\frac{b}{(2|a|)^4}\\
&=\frac{9b}{16a^4}-\frac{b}{16a^4},
\end{aligned}
$$

$$
\boxed{\chi_3^{\rm polar}=+\frac{b}{2a^4}>0 .}
$$

The positive cascade is nine times the magnitude of the stiffening term. At equal $|a|$ and fixed $b$, the paraelectric coefficient is $-2$ times the polar one, as in the opening numbers.

The signs can also be read from the differential susceptibility $dP/dE=1/k_1(P)$. In the paraelectric phase the stiffness $a+3bP^2$ is smallest at $P=0$, so a field of either sign lowers the susceptibility. In a polar state, one field direction moves the system toward softer material and the other toward harder material. For $P_0>0$ the susceptibility changes with field at the rate $d(1/k_1)/dE=-6bP/k_1^3$. Near $P_0$ a small fractional change in $P$ changes $k_1^3$ by $18bP_0^2/k_1=9$ times that fraction, so this rate is larger in magnitude on the soft side. The gain there exceeds the loss on the hard side, and the average over the two directions rises.

For the numbers, take a film 10 nm thick with remanent polarization $P_0=20$ µC/cm² and relative permittivity 30 at 300 K. These are rough values in the regime of ferroelectric hafnium zirconium oxide. A transition temperature of 600 K is assumed, also as a rough value. The linear susceptibility is

$$
\chi_1=29\varepsilon_0=2.568\ \frac{\mu{\rm C/cm^2}}{\rm MV/cm}.
$$

Since $\chi_1=1/(2|a|)$ in the polar state,

$$
|a|=\frac{1}{2(2.568)}=0.1947\ \frac{\rm MV/cm}{\mu{\rm C/cm^2}},
$$

$$
b=\frac{|a|}{P_0^2}=\frac{0.1947}{400}
=4.87\times10^{-4}\ \frac{\rm MV/cm}{(\mu{\rm C/cm^2})^3}.
$$

Substituting $b=|a|/P_0^2$ and $|a|=1/(2\chi_1)$ in the polar result expresses it through the two input properties:

$$
\chi_3^{\rm polar}=\frac{1}{2P_0^2|a|^3}
=\frac{4\chi_1^3}{P_0^2}
=\frac{4(2.568)^3}{400}=0.169
\ \frac{\mu{\rm C/cm^2}}{({\rm MV/cm})^3}.
$$

The stiffening part is $-0.021$ and the cascade part $+0.190$ in this unit. If the polarization is divided by $\varepsilon_0$, the coefficient $\chi_3/\varepsilon_0$ is $1.9\times10^{-16}$ m²/V² in the polar state and $-3.8\times10^{-16}$ m²/V² in the mirror paraelectric state. The mirror state lies at 900 K. It serves to compare equal $|a|$ and is not a proposed operating temperature.

A field of 0.2 MV/cm along the polarization raises $P$ by 0.49501 µC/cm², while the reverse field lowers it by 0.53480 µC/cm². The extra digits describe the solution of the model; the rough inputs do not support them as a material prediction. The difference between the two magnitudes comes entirely from the even response, whose leading coefficient is

$$
\chi_2=-\frac{3bP_0}{8|a|^3}
=-0.494\ \frac{\mu{\rm C/cm^2}}{({\rm MV/cm})^2}.
$$

Averaging the two magnitudes removes the even terms and leaves 0.51491 µC/cm². The linear term alone gives $2.5677\times0.2=0.51354$ µC/cm². The excess, 0.00137 µC/cm², is close to $\chi_3E^3=0.00135$ µC/cm² and shows the positive cubic response directly. At these two fields the series through third order differs from the solved shifts by at most 0.024%, relative to each solved shift.

A positive $\chi_3$ does not mean that the permittivity rises for both field directions. Differentiating the series about zero field gives

$$
\frac{dP}{dE}=\chi_1+2\chi_2E+3\chi_3E^2+\cdots .
$$

At $+0.2$ MV/cm the quadratic response contributes $-0.198$ and the cubic response $+0.020$, in µC/cm² per MV/cm. The solved susceptibility falls from 2.568 to 2.388. The average over $+E$ and $-E$, however, rises by 0.0206, near the leading estimate $3\chi_3E^2=0.0203$.

In a sinusoidal measurement at small amplitude, the third harmonic isolates the cubic response. For $E=E_m\cos\omega t$, the identity $\cos^3\omega t=(3\cos\omega t+\cos3\omega t)/4$ gives a leading third-harmonic polarization

$$
P_{3\omega}=\frac{\chi_3E_m^3}{4}.
$$

For $E_m=0.2$ MV/cm this is $3.39\times10^{-4}$ µC/cm² in the polar state. The solved waveform gives $3.42\times10^{-4}$, about 1% more than the leading term. In the mirror paraelectric state it gives $-6.71\times10^{-4}$ µC/cm²; the minus sign is a phase reversal relative to $\cos3\omega t$.

The expansion needs a field well below the scale on which the polar minimum disappears. That happens where $k_1=0$, at $P^2=|a|/(3b)=P_0^2/3$. The magnitude of the field there is

$$
E_c=\frac{P_0}{\sqrt3}\left(|a|-\frac{|a|}{3}\right)
=\frac{2|a|P_0}{3\sqrt3}=1.50\ {\rm MV/cm}.
$$

In both phases the ratio of the cubic to the linear term has magnitude

$$
\left|\frac{\chi_3E^2}{\chi_1}\right|=\frac{bE^2}{|a|^3}
=\frac{4}{27}\left(\frac{E}{E_c}\right)^2 .
$$

In the paraelectric phase $E_c$ is the same combination, $2|a|^{3/2}/(3\sqrt{3b})$, and serves as a field scale, not a switching field. Because this scale shrinks as $|a|^{3/2}$, a fixed probe leaves the small-signal regime as the transition is approached. At $a=0$ the equilibrium equation becomes $E=bP^3$, or $P=(E/b)^{1/3}$, which has no Taylor series at zero field. The divergence $|\chi_3|\propto |T-T_c|^{-4}$ therefore belongs to measurements whose field is reduced along with $E_c$.

The words "zero-field" are essential for the paraelectric sign. About a biased equilibrium, $k_1=a+3bP^2$, $k_2=3bP$ and $k_3=b$, so

$$
\chi_3=\frac{18b^2P^2-b(a+3bP^2)}{k_1^5}
=\frac{b(15bP^2-a)}{(a+3bP^2)^5}.
$$

For $a>0$ the sign changes at $P_*^2=a/(15b)$. The corresponding field is

$$
E_*=aP_*+bP_*^3=aP_*\left(1+\frac1{15}\right)
=\frac{16}{15}aP_* .
$$

In the mirror paraelectric state, $P_*=5.16$ µC/cm² and $E_*=1.07$ MV/cm. Above this bias the induced polarization makes the cascade stronger than the stiffening. For $a<0$ the numerator is $b(15bP^2+|a|)$, which is positive. A stable or metastable polar state has $k_1>0$, so its $\chi_3$ is positive at any bias for which it exists. On the unstable branch $k_1<0$ and the sign reverses; at its centre, $P=0$, the value is $-b/a^4$. Thus $a<0$ alone does not decide the sign: the state must also be stable.

The restriction to one domain also has a definite purpose. Reversing $P_0$ reverses $k_2$ and hence $\chi_2$, but leaves $\chi_1$ and $\chi_3$ unchanged. If up and down domains are frozen and feel the same field, equal fractions cancel the even response and keep the positive cubic response. Moving domain walls add a contribution that this uniform free energy does not contain, and the present result does not fix its sign.

A sixth-order energy $cP^6/6$ with $c>0$ tests how far the two signs depend on the quartic form. The equilibrium equation becomes $E=aP+bP^3+cP^5$. With $x=P_0^2$, the zero-field polar state obeys $a=-bx-cx^2$, and expansion about it gives

$$
k_1=2bx+4cx^2,\quad k_2=P_0(3b+10cx),\quad k_3=b+10cx .
$$

The numerator of $\chi_3$ is then

$$
\begin{aligned}
2k_2^2-k_1k_3
&=x\left[2(3b+10cx)^2-(2b+4cx)(b+10cx)\right]\\
&=x(16b^2+96bcx+160c^2x^2)\\
&=16x\left[(b+3cx)^2+c^2x^2\right]>0 .
\end{aligned}
$$

At zero field, a locally stable polar state, with $k_1>0$, therefore keeps $\chi_3>0$ even if $b<0$. The paraelectric expansion about $P=0$ still gives $-b/a^4$, because $P^5$ does not enter at third order. This is positive when $b<0$, the case of a first-order transition. A positive zero-field $\chi_3$ is then no proof of a polar state. The positive polar sign is shown here only through sixth order. An eighth-order energy with $E=P[\beta(P^2-x)+d(P^2-x)^3]$ and $\beta,d>0$ has $k_1=2\beta x$, $k_2=3\beta P_0$ and $k_3=\beta+8dx^2$, so $2k_2^2-k_1k_3=16\beta x(\beta-dx^2)$, which is negative in a stable polar state when $dx^2>\beta$.

The size of the sixth-order effect can be found at fixed $P_0$ and $\chi_1$. The quartic value is $\chi_3=4/(xk_1^3)$. In the polar state below a tricritical transition, $b=0$ and $cx^2=k_1/4$, which gives $10/(xk_1^3)$, a factor of 2.5 larger. At first-order coexistence the polar and nonpolar states have equal energy:

$$
\frac a2+\frac{bx}{4}+\frac{cx^2}{6}=0 .
$$

With $a=-bx-cx^2$ this requires $bx=-4cx^2/3$. Hence $cx^2=3k_1/4$, $bx=-k_1$ and $a=k_1/4$. The polar result becomes $34/(xk_1^3)$, a factor of 8.5 above the quartic value. The coexisting paraelectric state has $\chi_3=256/(xk_1^3)=10.8$ µC/cm² per (MV/cm)³, positive and larger still.

Real hafnia-based capacitors have remanent polarizations of roughly 10 to 30 µC/cm², permittivities near 30 and coercive fields of order 1 MV/cm. The model's 1.5 MV/cm is of that order, but it describes uniform reversal, whereas real films can switch through nucleation and wall motion. It is also 0.37 of the assumed rough breakdown field of 4 MV/cm. One insecure assumption is the continuous transition at 600 K: the polar phase of hafnia competes with other crystal structures, and the sixth-order cases show that a first-order energy can change the polar $\chi_3$ severalfold and reverse the paraelectric sign. The value 0.169 is thus the result of the quartic model for the chosen inputs, not a prediction for a real film. Since $\chi_3=4\chi_1^3/P_0^2$, a remanence of 10 instead of 20 µC/cm² alone raises it fourfold. The coexistence factor of 8.5 applies at the transition itself; 300 K below a first-order transition the factor is smaller, so the two changes together stay below a factor of 34.

Grain orientation also matters, and its effect depends on what the input values describe. If a grain's polar axis makes an angle with cosine $u$ to the film normal, the field along the axis is $uE$ and the measured component of its polarization is $uP$. The cubic coefficient acquires a factor $u^4$. For poled grains with axes spread evenly over a hemisphere, $u$ is uniform between 0 and 1, and

$$
\int_0^1u^4\,du=\frac15 .
$$

This factor of 0.2 applies if the inputs are single-crystal values. It neglects interactions between grains and the response perpendicular to each polar axis. If the inputs are instead averages measured on such a film, the averages of $u$ and $u^2$ are $1/2$ and $1/3$, so each grain has remanence $2P_0$ and susceptibility $3\chi_1$. Since $\chi_3=4\chi_1^3/P_0^2$ for a grain, the film value is then $(1/5)(27/4)=1.35$ times the estimate. This number depends strongly on neglecting the perpendicular response. If each grain also has a linear perpendicular susceptibility $r$ times the axial one, the axial value is $3\chi_1/(1+2r)$ and the factor becomes $1.35/(1+2r)^3$: 0.40 for $r=1/4$ and 0.05 for an isotropic linear response.

A nonpolar layer at an electrode raises the polar coefficient if there is no free charge at its interface with the film and the film stays polar, which requires $\lambda<|a|$ for the $\lambda$ defined below. Let the film and layer have thicknesses $t_f$ and $t_d$, fields $E_f$ and $E_d$, and let the layer have permittivity $\varepsilon_d$. With no free charge at their interface,

$$
V=t_fE_f+t_dE_d,\qquad
\varepsilon_0E_f+P=\varepsilon_0\varepsilon_dE_d .
$$

Eliminating $E_d$ and dividing by $t_{\rm eff}=t_f+t_d/\varepsilon_d$ gives

$$
\frac{V}{t_{\rm eff}}=E_f+\lambda P,\qquad
\lambda=\frac{t_d}{\varepsilon_0\varepsilon_dt_{\rm eff}} .
$$

The layer replaces $a$ by $a+\lambda$. For an assumed 0.5 nm layer of permittivity 30, with the film's $a$ and $b$ fixed, the polar $\chi_3$ referred to $V/t_{\rm eff}$ grows by a factor of 1.50. This is a limiting case of the model: at zero voltage the layer carries 7.1 MV/cm, above the assumed breakdown field of 4 MV/cm, so charge may cross it and collect at the interface. The depolarizing field in the film can also favour domains, which would end the single-domain premise. If fixed charge at the interface instead compensates the remanent polarization, the film stays at $P_0$ and its stiffness becomes $k_1+\lambda$, with $k_2$ and $k_3$ unchanged. The factor is then 0.79, so the layer lowers the coefficient.

Two further changes depend on assumed values. If part of the permittivity comes from a linear background of relative permittivity 5, the Landau polarization supplies 25 of the 29 units of $\chi_1/\varepsilon_0$. At fixed $P_0$ the estimate is then multiplied by $(25/29)^3=0.64$. Operation at 358 K, with $b$ fixed and the transition at 600 K, multiplies the original estimate by $(300/242)^4=2.36$.

Thermal motion is small for a grain that polarizes as one unit. Near the minimum, equipartition gives $Vk_1\langle p^2\rangle/2=k_BT/2$, where $V$ is now the grain volume. For a 10 nm cube the rms fluctuation is 0.10 µC/cm², about 0.5% of $P_0$. Leakage can add to the measured charge: an assumed current amplitude of $10^{-8}$ A/cm² at 1 kHz corresponds to a charge scale of $1.6\times10^{-6}$ µC/cm², or 0.5% of the polar third harmonic; the same current amplitude at the third-harmonic frequency gives one third of this. At fixed current this scale grows as the frequency is lowered. In a film whose internal field is imposed directly, an ohmic current appears only at the drive frequency, so only the nonlinear part of the leakage disturbs the third harmonic. With an interfacial layer even ohmic leakage matters, because it charges the interface: if the assumed current flows at 0.2 MV/cm with the same conductivity in film and layer, the stack moves from the factor 1.50 toward 0.79 on a time scale of about a minute. The inputs and the main results, to five significant figures, are in the numerical output.

## Computed results

```
Input remanent polarization (rough): 20 uC/cm2
Input relative permittivity (rough): 30
Input film thickness: 10 nm
Input temperature: 300 K
Input transition temperature (rough): 600 K
Mirror paraelectric temperature: 900 K
Absolute quadratic coefficient |a|: 0.19473 (MV/cm)/(uC/cm2)
Quartic coefficient b: 0.00048681 (MV/cm)/(uC/cm2)^3
Polar chi1: 2.5677 (uC/cm2)/(MV/cm)
Paraelectric chi1: 5.1354 (uC/cm2)/(MV/cm)
Polar chi2: -0.49449 (uC/cm2)/(MV/cm)^2
Polar chi3: 0.16929 (uC/cm2)/(MV/cm)^3
Paraelectric chi3: -0.33859 (uC/cm2)/(MV/cm)^3
Polar chi3/epsilon0: 1.912e-16 m2/V2
Paraelectric chi3/epsilon0: -3.824e-16 m2/V2
Paraelectric/polar chi3 ratio: -2
Polar stiffening part: -0.021162 (uC/cm2)/(MV/cm)^3
Polar cascade part: 0.19046 (uC/cm2)/(MV/cm)^3
Paraelectric sign-change polarization: 5.164 uC/cm2
Paraelectric sign-change field: 1.0726 MV/cm
Probe amplitude: 0.2 MV/cm
Solved polarization shift at -probe: -0.5348 uC/cm2
Solved polarization shift at +probe: 0.49501 uC/cm2
Cubic-series shift at -probe: -0.53468 uC/cm2
Cubic-series shift at +probe: 0.49512 uC/cm2
Largest cubic-series relative error: 0.023565 %
Polar third harmonic: 0.00034197 uC/cm2
Polar leading third harmonic: 0.00033859 uC/cm2
Paraelectric third harmonic: -0.00067055 uC/cm2
Polar dP/dE at +probe: 2.3882 (uC/cm2)/(MV/cm)
Polar mean dP/dE change: 0.020587 (uC/cm2)/(MV/cm)
Intrinsic coercive field: 1.499 MV/cm
Uniform switching barrier density: 0.12154 eV/nm3
Breakdown field (rough): 4 MV/cm
Coercive/breakdown field ratio: 0.37475
Sign-change/breakdown field ratio: 0.26815
Sextic tricritical chi3 factor: 2.5
Sextic coexistence chi3 factor: 8.5
First-order paraelectric chi3: 10.835 (uC/cm2)/(MV/cm)^3
Interfacial layer thickness (assumed): 0.5 nm
Interfacial relative permittivity (assumed): 30
Interfacial-layer chi3 factor: 1.5007
Background relative permittivity (rough): 5
Background-calibration chi3 factor: 0.64066
Random-axis chi3 factor: 0.2
Raised operating temperature: 358 K
Raised-temperature chi3 factor: 2.3617
Thermal grain edge: 10 nm
Thermal polarization fluctuation: 0.10314 uC/cm2
Leakage current density (rough): 1e-08 A/cm2
Probe frequency: 1000 Hz
Leakage charge scale: 1.5915e-06 uC/cm2
Leakage/third-harmonic ratio: 0.004654
```
